# Rotation averaging as an orthogonal projection, with exact Euler-angle quadrature: test program

```python
"""Rotation averaging as an orthogonal projection.

Result under test: for a rotation-invariant measure and invariant target t,
    ||f - t||^2 = ||P f - t||^2 + ||f - P f||^2,
where P f is the average of f(R^-1 x) over all rotations R. An Euler-angle
rule with (L+1)^2 (floor(L/2)+1) rotations equals P for angular momenta <= L.

x: two neighbour vectors (angstrom); f: trained quartic network (eV);
t: model energy (eV); Q_L: average with the Euler rule of order L.
Norms are computed with a separate axis-angle quadrature.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss, legval
from scipy.linalg import expm
from scipy.spatial.transform import Rotation


def euler_nodes(L):
    azimuth = 2 * np.pi * np.arange(L + 1) / (L + 1)
    cos_beta, weight = leggauss(L // 2 + 1)
    return azimuth, np.arccos(cos_beta), weight / 2


def rot_z(a):
    c, s = np.cos(a), np.sin(a)
    return np.array([[c, -s, 0], [s, c, 0], [0, 0, 1]])


def rot_y(b):
    c, s = np.cos(b), np.sin(b)
    return np.array([[c, 0, s], [0, 1, 0], [-s, 0, c]])


def euler_rule(L):
    azimuth, polar, weight = euler_nodes(L)
    rotations, weights = [], []
    for a in azimuth:
        for b, w in zip(polar, weight):
            for g in azimuth:
                rotations.append(rot_z(a) @ rot_y(b) @ rot_z(g))
                weights.append(w / len(azimuth)**2)
    return np.array(rotations), np.array(weights)


def axis_angle_rule(L):
    """Independent rule: rotation by omega about a unit axis."""
    omega = 2 * np.pi * np.arange(L + 2) / (L + 2)
    w_omega = (1 - np.cos(omega)) / (L + 2)
    c, w_c = leggauss(L + 1)
    phi = 2 * np.pi * np.arange(2 * L + 1) / (2 * L + 1)
    om, cc, ph = np.meshgrid(omega, c, phi, indexing="ij")
    s = np.sqrt(1 - cc**2)
    axis = np.stack([s * np.cos(ph), s * np.sin(ph), cc], axis=-1)
    vectors = (om[..., None] * axis).reshape(-1, 3)
    weights = (w_omega[:, None, None] * w_c[None, :, None] / 2
               * np.ones(len(phi)) / len(phi)).ravel()
    return Rotation.from_rotvec(vectors).as_matrix(), weights


def average(func, x, rule):
    """Weighted sum of func(R^-1 x); row vectors times R give R^-1 x."""
    total = 0.0
    for R, w in zip(*rule):
        total = total + w * func(x @ R)
    return total


# Quadrature against Wigner matrices built from angular momentum operators
def mean_wigner(l, L):
    m = np.arange(l, -l - 1, -1)
    raising = np.diag(np.sqrt(l * (l + 1) - m[1:] * (m[1:] + 1.0)), 1)
    j_y = (raising - raising.T) / 2j
    azimuth, polar, weight = euler_nodes(L)
    phase = np.exp(-1j * np.outer(m, azimuth)).mean(axis=1)
    middle = sum(w * expm(-1j * b * j_y) for b, w in zip(polar, weight))
    return phase[:, None] * middle * phase[None, :]


inside, outside = {}, {}
for L in range(7):
    assert abs(mean_wigner(0, L)[0, 0] - 1) < 1e-12
    inside[L] = max([np.abs(mean_wigner(l, L)).max()
                     for l in range(1, L + 1)], default=0.0)
    outside[L] = np.abs(mean_wigner(L + 1, L)).max()
    assert inside[L] < 1e-12
    assert outside[L] > 1e-3
few_c, few_w = leggauss(2)
few_nodes = np.sum(few_w * legval(few_c, [0, 0, 0, 0, 1])) / 2
assert abs(few_nodes) > 1e-3  # two polar nodes do not suffice for l = 4

# Model energy and shapes
k_bond, r_zero, k_angle, cos_zero = 10.0, 1.5, 2.0, -0.5
lengths, angles_deg = (1.5, 1.7), (100.0, 120.0, 140.0)
scale, ridge, n_train = 2.0, 1e-6, 60


def target(x):
    r = np.linalg.norm(x, axis=-1)
    cosine = np.sum(x[..., 0, :] * x[..., 1, :], axis=-1) / r.prod(axis=-1)
    return (0.5 * k_bond * np.sum((r - r_zero)**2, axis=-1)
            + 0.5 * k_angle * (cosine - cos_zero)**2)


shapes = np.array([[[0, 0, ra],
                    [rb * np.sin(np.radians(q)), 0, rb * np.cos(np.radians(q))]]
                   for ra in lengths for rb in lengths for q in angles_deg])

# Training on randomly oriented configurations
rng = np.random.default_rng(1)
turns = Rotation.from_quat(rng.normal(size=(n_train, 4))).as_matrix()
train = shapes[rng.integers(len(shapes), size=n_train)] \
    @ turns.transpose(0, 2, 1)


def activations(x):
    u = 1 + x.reshape(-1, 6) @ train.reshape(-1, 6).T / scale**2
    u *= u
    u *= u
    return u


coef = np.linalg.solve(activations(train) + ridge * np.eye(n_train),
                       target(train))


def predictor(x):
    return activations(x) @ coef


def closed_average(x):
    """Analytic rotation average from the moments of rotation matrices."""
    M = np.einsum("mai,naj->mnij", x, train)
    gram = np.einsum("mnki,mnkj->mnij", M, M)
    t1 = np.einsum("mnii->mn", gram)
    t2 = np.sum(gram**2, axis=(2, 3))
    return (1 + 2 * t1 / scale**4
            + (0.4 * t1**2 - 0.2 * t2) / scale**8) @ coef


# Invariant measure: equal weight of shapes, all orientations
ref_rot, ref_w = axis_angle_rule(8)
assert abs(ref_w.sum() - 1) < 1e-12
configs = np.einsum("rij,saj->srai", ref_rot, shapes).reshape(-1, 2, 3)
mu = np.tile(ref_w, len(shapes)) / len(shapes)
t = np.repeat(target(shapes), len(ref_w))
assert np.abs(target(configs) - t).max() < 1e-12
f = predictor(configs)
Pf = np.repeat(closed_average(shapes), len(ref_w))


def norm2(v):
    return np.sum(mu * v**2)


def rms_mev(v):
    return 1000 * np.sqrt(norm2(v))


raw2, kept2, removed2 = norm2(f - t), norm2(Pf - t), norm2(f - Pf)
assert abs(raw2 - kept2 - removed2) < 1e-10
assert kept2 < raw2

# Direct orientation integral against the analytic average
direct = f.reshape(len(shapes), -1) @ ref_w
assert np.abs(direct - closed_average(shapes)).max() < 1e-9

table, averaged = [], {}
for L in range(6):
    rule = euler_rule(L)
    Qf = average(predictor, configs, rule)
    averaged[L] = Qf
    assert norm2(Qf - t) <= raw2 + 1e-10
    assert abs(norm2(Qf - t) - kept2 - norm2(Qf - Pf)) < 1e-10
    if L >= 4:
        assert np.abs(Qf - Pf).max() < 1e-9
    else:
        assert rms_mev(Qf - Pf) > 1e-3
    table.append((L, len(rule[1]), rms_mev(Qf - t), rms_mev(Qf - Pf)))


# Self-adjointness with a second, non-invariant function
def probe(x):
    a, b = x[:, 0], x[:, 1]
    return a[:, 2]**2 + b[:, 0] * b[:, 2] + a[:, 1] * b[:, 1]


rule4, rule2 = euler_rule(4), euler_rule(2)
left = np.sum(mu * averaged[4] * probe(configs))
right = np.sum(mu * f * average(probe, configs, rule4))
assert abs(left - right) < 1e-9
assert abs(left - np.sum(mu * f * probe(configs))) > 1e-6


# Idempotence holds at sufficient order and fails below it
def repeat_defect(rule):
    x = train[:10]
    once = average(predictor, x, rule)
    twice = average(lambda y: average(predictor, y, rule), x, rule)
    return np.abs(twice - once).max()


defect4, defect2 = repeat_defect(rule4), repeat_defect(rule2)
assert defect4 < 1e-9
assert defect2 > 1e-6

# A measure that is not invariant: the training set itself
train_raw = 1000 * np.sqrt(np.mean((predictor(train) - target(train))**2))
train_avg = 1000 * np.sqrt(np.mean((closed_average(train)
                                    - target(train))**2))
assert train_avg > train_raw

# A tanh network has no finite angular momentum limit
w_in = 0.2 * rng.normal(size=(6, 12))
bias, w_out = rng.normal(size=12), rng.normal(size=12)


def tanh_net(x):
    return np.tanh(x.reshape(-1, 6) @ w_in + bias) @ w_out


fine_rot, fine_w = axis_angle_rule(20)
tanh_mean = fine_w @ tanh_net(shapes[0] @ fine_rot.transpose(0, 2, 1))
some = shapes[0] @ turns[:20].transpose(0, 2, 1)
tanh_raw = np.sqrt(np.mean((tanh_net(some) - tanh_mean)**2))
tanh_dev = {L: np.sqrt(np.mean((average(tanh_net, some, euler_rule(L))
                                - tanh_mean)**2)) for L in (2, 4, 8, 12)}
assert tanh_dev[12] < 0.01 * tanh_dev[2]

print(f"bond constant {k_bond:.1f} eV/A^2, rest length {r_zero:.1f} A")
print(f"angle constant {k_angle:.1f} eV, rest cosine {cos_zero:.1f}")
print("bond lengths (A):", *lengths, " angles (deg):", *angles_deg)
print(f"shapes {len(shapes)}, training configurations {n_train}")
print(f"network length scale {scale:.1f} A, ridge {ridge:.0e}")
print(f"reference orientations per shape: {len(ref_w)}")
print(f"L=4 rule: largest mean D element, l=1..4: {inside[4]:.1e}")
print(f"L=4 rule: largest mean D element, l=5: {outside[4]:.4f}")
print(f"mean of P_4 with only two polar nodes: {few_nodes:.4f}")
print(f"rms target energy: {rms_mev(t):.3f} meV")
print(f"mean squared error, raw: {1e6 * raw2:.3f} meV^2")
print(f"mean squared error, averaged: {1e6 * kept2:.3f} meV^2")
print(f"squared part removed: {1e6 * removed2:.3f} meV^2")
print(f"rms error, raw: {rms_mev(f - t):.3f} meV")
print(f"rms error, averaged: {rms_mev(Pf - t):.3f} meV")
print(f"rms part removed: {rms_mev(f - Pf):.3f} meV")
print("L, rotations, rms error (meV), rms distance to exact average (meV)")
for L, count, err, dist in table:
    print(f"{L:d} {count:4d} {err:10.3f} {dist:12.3e}")
first = f[:len(ref_w)]
print("first shape: bonds 1 and 2 (A), angle (deg):",
      *np.round(np.linalg.norm(shapes[0], axis=1), 3), angles_deg[0])
print(f"first shape, target: {1000 * t[0]:.3f} meV")
print(f"first shape, exact average: {1000 * Pf[0]:.3f} meV")
print(f"first shape, lowest raw value on grid: {1000*first.min():.3f} meV")
print(f"first shape, highest raw value on grid: {1000*first.max():.3f} meV")
print(f"change on second averaging, L=4: {1000 * defect4:.1e} meV")
print(f"change on second averaging, L=2: {1000 * defect2:.3f} meV")
print(f"training-set rms error, raw: {train_raw:.3e} meV")
print(f"training-set rms error, averaged: {train_avg:.3f} meV")
print(f"tanh network, rms deviation before averaging: {tanh_raw:.3e}")
for L, dev in tanh_dev.items():
    print(f"tanh network, rms deviation at L={L}: {dev:.3e} (no unit)")
print("verified")
```

Printed output:

```
bond constant 10.0 eV/A^2, rest length 1.5 A
angle constant 2.0 eV, rest cosine -0.5
bond lengths (A): 1.5 1.7  angles (deg): 100.0 120.0 140.0
shapes 12, training configurations 60
network length scale 2.0 A, ridge 1e-06
reference orientations per shape: 1530
L=4 rule: largest mean D element, l=1..4: 1.4e-16
L=4 rule: largest mean D element, l=5: 0.2484
mean of P_4 with only two polar nodes: -0.3889
rms target energy: 298.478 meV
mean squared error, raw: 38393.790 meV^2
mean squared error, averaged: 15749.289 meV^2
squared part removed: 22644.501 meV^2
rms error, raw: 195.943 meV
rms error, averaged: 125.496 meV
rms part removed: 150.481 meV
L, rotations, rms error (meV), rms distance to exact average (meV)
0    1    195.943    1.505e+02
1    4    151.692    8.521e+01
2   18    128.136    2.588e+01
3   32    125.650    6.222e+00
4   75    125.496    2.904e-13
5  108    125.496    2.856e-13
first shape: bonds 1 and 2 (A), angle (deg): 1.5 1.5 100.0
first shape, target: 106.506 meV
first shape, exact average: 169.839 meV
first shape, lowest raw value on grid: -270.541 meV
first shape, highest raw value on grid: 712.530 meV
change on second averaging, L=4: 3.3e-13 meV
change on second averaging, L=2: 36.832 meV
training-set rms error, raw: 8.500e-05 meV
training-set rms error, averaged: 127.295 meV
tanh network, rms deviation before averaging: 1.001e+00
tanh network, rms deviation at L=2: 1.358e-02 (no unit)
tanh network, rms deviation at L=4: 4.779e-04 (no unit)
tanh network, rms deviation at L=8: 4.112e-06 (no unit)
tanh network, rms deviation at L=12: 3.422e-08 (no unit)
verified
```
